# The Born Effective Charge as Polarisation Response and Force Response, part 1

(Sections cited here and not found follow in the second part.)

## One charge from one enthalpy

A gate dielectric 5 nm thick carries a voltage of 1 V, so the average field inside it is 0.2 V/nm, or 2 MV/cm. In a polar oxide this field pulls the cations one way and the anions the other. To find how far they move one needs the force on each atom, and the force seems to call for a charge. The valence supplies one candidate, for instance $+2e$ for a cation that has given up two electrons. Dividing the electron density among the atoms supplies another, which depends on how the division is made. A lattice vibration raises the reverse question: it displaces the atoms without any applied voltage, the displaced atoms polarise the film, and the size of that polarisation also calls for a charge. Both questions have the same answer, and it is in general neither of these candidates.

Take an insulating crystal with fixed lattice vectors and cell volume $\Omega$. Let the atom labelled $\kappa$ in every cell be displaced by the same vector $\mathbf u_\kappa$. The microscopic electric field varies strongly within a cell; its average over a cell is the macroscopic field $\boldsymbol{\mathcal E}$. In a uniform film between ideal metal plates, $\mathcal E$ is the voltage divided by the thickness, so a fixed voltage means a fixed $\mathcal E$. Greek indices $\alpha,\beta$ label Cartesian components, and $e>0$ is the elementary charge.

The energy suited to a fixed voltage must include the battery. Let $E$ be the energy per cell of nuclei and electrons when the electric field between them has zero cell average. Adding a uniform field $\boldsymbol{\mathcal E}$ to this periodic field $\mathbf e(\mathbf r)$ changes the field energy to

$$\frac{\varepsilon_0}{2}\int_\Omega|\boldsymbol{\mathcal E}+\mathbf e|^2\,d^3r=\frac{\Omega\varepsilon_0}{2}\mathcal E^2+\frac{\varepsilon_0}{2}\int_\Omega|\mathbf e|^2\,d^3r ,$$

because the cross term contains the cell average of $\mathbf e$, which is zero. The internal energy per cell is therefore $U=E+\Omega\varepsilon_0\mathcal E^2/2$. A battery at voltage $V$ that moves charge $Q$ onto the plates loses energy $VQ$. With plate area $S$, thickness $d$, $V=\mathcal Ed$ and $Q=SD$, this is $\mathcal ED$ per unit volume, where $\mathbf D=\varepsilon_0\boldsymbol{\mathcal E}+\mathbf P$ and $\mathbf P$ is the polarisation. Crystal, field and battery together have the energy per cell

$$U-\Omega\boldsymbol{\mathcal E}\cdot\mathbf D=E-\Omega\boldsymbol{\mathcal E}\cdot\mathbf P-\tfrac12\Omega\varepsilon_0\mathcal E^2 .$$

The last term depends neither on the atoms nor on the electrons. It is dropped, which leaves the electric enthalpy

$$\mathcal F(\mathbf u,\boldsymbol{\mathcal E})=\underset{c}{\rm stat}\;G(c;\mathbf u,\boldsymbol{\mathcal E}),\qquad G=E(\mathbf u,c)-\Omega\boldsymbol{\mathcal E}\cdot\mathbf P(\mathbf u,c). \tag{1}$$

Here $c=(c_1,c_2,\dots)$ are independent real parameters that specify the electronic state; overall phases and other changes without physical effect are left out. The symbol stat means that $G$ is evaluated where its derivatives with respect to all $c_i$ vanish. In a crystal, $\Omega\mathbf P$ is the dipole of the ionic cores and of the localised Wannier functions that together make up the filled bands. Since these may be assigned to one cell or to the next, $\mathbf P$ is defined up to multiples of $e\mathbf R/\Omega$, where $\mathbf R$ is a lattice vector.

Let $c^*(\mathbf u,\boldsymbol{\mathcal E})$ be the stationary state. The chain rule gives

$$\frac{\partial\mathcal F}{\partial\mathcal E_\alpha}=\frac{\partial G}{\partial\mathcal E_\alpha}\bigg|_{c}+\sum_i\frac{\partial G}{\partial c_i}\frac{\partial c_i^*}{\partial\mathcal E_\alpha}=-\Omega P_\alpha , \tag{2}$$

because every $\partial G/\partial c_i$ vanishes at $c^*$ and the field enters $G$ explicitly through $-\Omega\boldsymbol{\mathcal E}\cdot\mathbf P$ alone. In the same way

$$\frac{\partial\mathcal F}{\partial u_{\kappa\beta}}=\frac{\partial G}{\partial u_{\kappa\beta}}\bigg|_c=-F_{\kappa\beta}. \tag{3}$$

This is minus the force, since the work done by the atoms in a slow displacement at fixed voltage is the decrease of the enthalpy. One atom of the sublattice moves in each cell, so a derivative of the energy per cell gives the force on one atom. The force contains the pull of the field on the core and the pull of the electrons, which the field has rearranged.

If $\mathcal F$ has continuous second derivatives, the order of differentiation does not matter. Differentiating (2) with respect to $u_{\kappa\beta}$ and (3) with respect to $\mathcal E_\alpha$ gives

$$-\Omega\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}=\frac{\partial^2\mathcal F}{\partial u_{\kappa\beta}\,\partial\mathcal E_\alpha}=-\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha},$$

and therefore

$$Z_{\kappa,\alpha\beta}\equiv\Omega\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\bigg|_{\boldsymbol{\mathcal E}}=\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha}\bigg|_{\mathbf u}. \tag{4}$$

The Born effective charge is this tensor at $\boldsymbol{\mathcal E}=0$. Here $Z$ is a charge in coulombs, and its values are quoted in units of $e$. A shift of $\mathbf P$ by $e\mathbf R/\Omega$ adds $-e\boldsymbol{\mathcal E}\cdot\mathbf R$ to $\mathcal F$, a term independent of $\mathbf u$, so the ambiguity of $\mathbf P$ affects neither side.

The electrons respond to different disturbances on the two sides of (4), and it is instructive to see why the results agree. Write $H_{ij}=\partial^2G/\partial c_i\partial c_j$, a symmetric matrix, and abbreviate $u_{\kappa\beta}$ as $u$. Differentiating the condition $\partial G/\partial c_i=0$ along the stationary state gives

$$\sum_jH_{ij}\frac{\partial c_j^*}{\partial u}=-\frac{\partial^2G}{\partial c_i\partial u},\qquad \sum_jH_{ij}\frac{\partial c_j^*}{\partial\mathcal E_\alpha}=\Omega\frac{\partial P_\alpha}{\partial c_i}.$$

Solve both for the change of state. Insert the first into $\Omega\,dP_\alpha/du$ and the second into $dF/d\mathcal E_\alpha$, where $F=-\partial G/\partial u$:

$$\Omega\frac{dP_\alpha}{du}=\Omega\frac{\partial P_\alpha}{\partial u}\bigg|_c-\sum_{ij}\Omega\frac{\partial P_\alpha}{\partial c_i}(H^{-1})_{ij}\frac{\partial^2G}{\partial c_j\partial u},$$

$$\frac{dF}{d\mathcal E_\alpha}=\Omega\frac{\partial P_\alpha}{\partial u}\bigg|_c-\sum_{ij}\frac{\partial^2G}{\partial u\,\partial c_i}(H^{-1})_{ij}\,\Omega\frac{\partial P_\alpha}{\partial c_j}.$$

Since $H^{-1}$ is symmetric, the two sums are equal. The first term is the charge that moves when the electronic parameters are frozen. The second is the electronic rearrangement, driven by the displacement and read by the dipole, or driven by the field and read by the force.

The matrix $H$ must be invertible. For independent electrons an open gap secures this; with interactions the state must also be free of an electronic instability. A nonzero field brings a further restriction. In an infinite crystal an electron can lower its energy without limit by tunnelling into the conduction band far away, so (1) then describes a long-lived state and not a true ground state. The derivatives at zero field are limits within this state.

Equation (4) does not say that $Z_{\kappa,\alpha\beta}$ is symmetric in $\alpha$ and $\beta$. The first index belongs to the field or the polarisation, the second to the displacement or the force, and interchanging them describes another experiment. A small cluster without symmetry shows this. For a finite body the applied field takes the role of $\boldsymbol{\mathcal E}$ and the total dipole that of $\Omega\mathbf P$. Put cations at $(0,0,0)$ and $(0.23,0.20,0.05)$ nm and anions at $(0.21,0,0.02)$ and $(0.01,0.22,-0.04)$ nm, with one orbital each, core charges $C_i=2$ and $0$ in units of $e$, and four electrons. With $\rho$ the density matrix of one spin and $q_i=C_i-2\rho_{ii}$, the mean-field enthalpy is

$$G=2\sum_{ij}\rho_{ij}h_{ij}+\frac12\sum_{ij}q_ig_{ij}q_j-\sum_{ij}g_{ij}\rho_{ij}^2-e\boldsymbol{\mathcal E}\cdot\sum_iq_i\mathbf r_i .$$

The diagonal elements of $h$ are $\pm3$ eV for cations and anions. The others are $-2\,{\rm eV}\,\exp[-(d-0.21\,{\rm nm})/0.06\,{\rm nm}]$ at distance $d$. The repulsion $g$ is half of $e^2/(4\pi\varepsilon_0\sqrt{d^2+b^2})$ with $b=0.18$ nm. In the field $(0.3,-0.2,0.5)$ V/nm, the derivative of the self-consistent dipole with respect to the position of the first cation gives $Z_{xy}=-0.138e$ and $Z_{yx}=-0.045e$. The derivative of the force on that cation with respect to the field gives the same nine elements, with a largest difference of $8\times10^{-7}e$. The equality thus holds here with interacting electrons, in a nonzero field, and with the index order of (4).

The charges of a neutral cell are linked. If all atoms are displaced by the same vector $\mathbf w$ and the electrons follow, $E$ is unchanged and the dipole changes by the total charge times $\mathbf w$, which is zero. This is true of every electronic state carried along in this way, so $G$ keeps its value for each of them, and the stationary state is carried into the new stationary state. Hence

$$\sum_\kappa Z_{\kappa,\alpha\beta}=0 . \tag{5}$$

Read as a statement about forces, (5) says that a uniform field exerts no net force on a neutral cell. In the cluster the sum over the four atoms vanishes to within $3\times10^{-7}e$.

The two roles of $Z$ act together in the dielectric response. Consider one polar coordinate $u$, the displacement of the cations along an axis while the anions are held, starting from an equilibrium with inversion symmetry. Field, force and polarisation point along the same axis, and $P$ is measured from its value at $u=\mathcal E=0$. Force and polarisation then vanish at the origin, so $\mathcal F$ has no linear terms. Define the stiffness $K=\partial^2\mathcal F/\partial u^2$ at zero field and the electronic susceptibility $\chi_\infty$ by $P=\varepsilon_0\chi_\infty\mathcal E$ at $u=0$. To second order

$$\mathcal F=\mathcal F_0+\tfrac12Ku^2-Z\mathcal Eu-\tfrac12\Omega\varepsilon_0\chi_\infty\mathcal E^2 . \tag{6}$$

Equations (2) and (3) then give

$$F=-Ku+Z\mathcal E,\qquad \Omega P=Zu+\Omega\varepsilon_0\chi_\infty\mathcal E . \tag{7}$$

In a static field the force vanishes, so $u=Z\mathcal E/K$. Inserting this into the polarisation and dividing by $\Omega\varepsilon_0\mathcal E$ gives the static relative permittivity

$$\varepsilon_s=1+\frac{P}{\varepsilon_0\mathcal E}=\varepsilon_\infty+\frac{Z^2}{\varepsilon_0\Omega K},\qquad \varepsilon_\infty=1+\chi_\infty . \tag{8}$$

One factor $Z$ turns the field into a force, and the other turns the displacement into a polarisation.

The condition of fixed $\mathcal E$ is essential. Suppose instead that $D$ is held at zero, as in a film without free charge on its faces. Then $\varepsilon_0\mathcal E+P=0$, and with (7)

$$\varepsilon_0\mathcal E(1+\chi_\infty)+\frac{Zu}{\Omega}=0\quad\Rightarrow\quad\mathcal E=-\frac{Zu}{\varepsilon_0\varepsilon_\infty\Omega}. \tag{9}$$

The dipole per cell is $\Omega P=-\Omega\varepsilon_0\mathcal E=Zu/\varepsilon_\infty$. The charge seen in the polarisation is thus reduced to $Z/\varepsilon_\infty$, because the displacement creates a field that polarises the electrons the other way. This field also acts on the atoms. With (9) the force in (7) becomes $F=-K_{\rm L}u$, where

$$K_{\rm L}=K+\frac{Z^2}{\varepsilon_0\varepsilon_\infty\Omega}. \tag{10}$$

This distinguishes the two kinds of long-wave polar phonon. Without free charge $\mathbf q\cdot\mathbf D=0$, so a wave with displacement along its wavevector $\mathbf q$ has $D=0$ and the stiffness $K_{\rm L}$. If the displacement and the polarisation are perpendicular to $\mathbf q$, then $\mathbf q\cdot\mathbf P=0$ and hence $\mathbf q\cdot\boldsymbol{\mathcal E}=0$. When retardation is neglected $\boldsymbol{\mathcal E}$ is parallel to $\mathbf q$, so it vanishes and the stiffness is $K$.

A single enthalpy at fixed field has shown that the Born charge is both the polarisation response to a displacement and the force response to a field, and that it enters the static permittivity and the extra stiffness at $D=0$. It remains to see where such a charge comes from, by working out both responses in a two-band chain and putting in numbers for a gate oxide.
